# From random telegraph signals to 1/f noise between two cutoff rates

Anyone who computes the low-frequency noise of a small conductor from a model of two-state defects must decide which defects to include, and whether the sum over them may be replaced by a simple $1/f$ law. The choice depends on how the switching rates are distributed and on how far the frequency of interest lies from the slowest and fastest rates. For defects that switch independently and with constant rates, both questions can be answered from the spectrum of one defect and its average over the rates.

Let a defect have two states, labelled $n=0$ and $n=1$. It might be a trap near a narrow channel, empty or filled, whose charge shifts the current. The current is then

$$x(t)=x_0+\Delta\,n(t),$$

where $\Delta$ is the step between the two levels. Such a record is a random telegraph signal. Assume that the probability per unit time of a jump is constant: $\gamma_\uparrow$ from 0 to 1 and $\gamma_\downarrow$ from 1 to 0, whatever happened earlier. The process is then Markovian, and the probability $p_1(t)$ of finding $n=1$ changes by gain from state 0 and loss from state 1:

$$\frac{dp_1}{dt}=\gamma_\uparrow(1-p_1)-\gamma_\downarrow p_1=\gamma_\uparrow-\gamma p_1,\qquad \gamma=\gamma_\uparrow+\gamma_\downarrow .$$

Setting the derivative to zero gives the stationary occupations

$$\bar p_1=\frac{\gamma_\uparrow}{\gamma},\qquad \bar p_0=1-\bar p_1=\frac{\gamma_\downarrow}{\gamma}.$$

The deviation $p_1-\bar p_1$ obeys $d(p_1-\bar p_1)/dt=-\gamma(p_1-\bar p_1)$, so

$$p_1(t)=\bar p_1+[p_1(0)-\bar p_1]\,e^{-\gamma t}.$$

The sum of the rates governs the decay because a jump in either direction helps to erase the memory of the initial state.

The noise is described by the covariance $C(\tau)=\langle x(t)x(t+\tau)\rangle-\langle x\rangle^2$ in the stationary state. The constant $x_0$ cancels, leaving $\Delta^2$ times the covariance of $n$. The product $n(t)n(t+\tau)$ equals 1 if the defect is in state 1 at both times and 0 otherwise. For $\tau\ge 0$ its mean is $\bar p_1$ times the probability of being in state 1 a time $\tau$ after having been there, which is the solution above with $p_1(0)=1$:

$$\langle n(t)n(t+\tau)\rangle=\bar p_1\left[\bar p_1+(1-\bar p_1)e^{-\gamma\tau}\right].$$

Subtracting $\langle n\rangle^2=\bar p_1^2$ and using $C(-\tau)=C(\tau)$, which follows from stationarity, we find

$$C(\tau)=A\,e^{-\gamma|\tau|},\qquad A=\Delta^2\bar p_0\bar p_1 .$$

Here $A=C(0)$ is the variance of the signal. It is largest for equal occupations and vanishes when the defect stays in one state.

The one-sided spectrum, defined for $f>0$ with $\omega=2\pi f$, is

$$S(f)=4\int_0^\infty C(\tau)\cos(\omega\tau)\,d\tau .$$

To see what this means for a record of length $T$, take the Fourier integral of the deviation $\delta x=x-\langle x\rangle$ and form $(2/T)\left|\int_0^T\delta x\,e^{-i\omega t}dt\right|^2$. Its mean is a double time integral of $C(t-t')\cos\omega(t-t')$. The pairs of times with separation $\tau$ occupy a length $T-|\tau|$, so the mean is

$$\frac2T\int_{-T}^{T}(T-|\tau|)\,C(\tau)\cos(\omega\tau)\,d\tau
=4\int_0^T\left(1-\frac{\tau}{T}\right)C(\tau)\cos(\omega\tau)\,d\tau,$$

which tends to $S(f)$ when $T$ is much longer than the correlation time $1/\gamma$.

For the exponential covariance, write the cosine as the real part of $e^{i\omega\tau}$:

$$\int_0^\infty e^{-\gamma\tau}\cos(\omega\tau)\,d\tau=\mathrm{Re}\,\frac{1}{\gamma-i\omega}=\mathrm{Re}\,\frac{\gamma+i\omega}{\gamma^2+\omega^2}=\frac{\gamma}{\gamma^2+\omega^2}.$$

The spectrum of one telegraph signal is therefore the Lorentzian

$$S(f)=\frac{4A\gamma}{\gamma^2+\omega^2}.$$

For $\omega\ll\gamma$ it is flat at $4A/\gamma$, for $\omega\gg\gamma$ it falls as $4A\gamma/\omega^2$, and at the corner $f=\gamma/2\pi$ it has half its plateau value. Its area is the variance, as the factor 4 in the definition was chosen to ensure:

$$\int_0^\infty S\,df=\frac{4A\gamma}{2\pi}\int_0^\infty\frac{d\omega}{\gamma^2+\omega^2}=\frac{4A\gamma}{2\pi}\,\frac{\pi}{2\gamma}=A .$$

A faster defect of the same variance thus has a lower plateau that extends to higher frequencies.

Take levels of 5 and 7 nA, $\gamma_\uparrow=300\ \mathrm{s^{-1}}$ and $\gamma_\downarrow=100\ \mathrm{s^{-1}}$. Then $\gamma=400\ \mathrm{s^{-1}}$, $\bar p_1=300/400=0.75$, and

$$A=(2\ \mathrm{nA})^2\times0.25\times0.75=0.75\ \mathrm{nA^2}.$$

The correlation time is 2.5 ms, the corner lies at $400/2\pi=63.7$ Hz, and the plateau is $4\times0.75/400=0.0075\ \mathrm{nA^2/Hz}$. In a test against 6000 simulated jump records of 1 s each, the formula gives $6.83\times10^{-3}\ \mathrm{nA^2/Hz}$ at 20 Hz and the simulation $6.87\times10^{-3}$. At 600 Hz, well into the falling part, the values are $8.35\times10^{-5}$ and $8.27\times10^{-5}$. Over the four frequencies compared, the differences are at most about 1.4 % of the formula. This is the expected statistical size: each record spans 400 correlation times, its squared Fourier amplitude fluctuates by about its own mean, and averaging 6000 of them leaves an error near $1/\sqrt{6000}$, or 1.3 %.

Now let $N$ defects act on the same current, their contributions adding: $x=\sum_i x_i$. The covariance of the sum contains the terms $\langle\delta x_i(t)\,\delta x_j(t+\tau)\rangle$. If the defects switch independently, each term with $i\ne j$ factorizes into $\langle\delta x_i\rangle\langle\delta x_j\rangle=0$. The covariances add, and so do the spectra. Defects that influence each other's rates are outside this result.

It remains to specify the rates. Suppose that each defect must cross an energy barrier $E$ by thermal activation, so that $\gamma=\gamma_0e^{-E/k_BT}$, with $T$ from here on the temperature and $\gamma_0$ common to all defects. Let the barriers be spread uniformly over a range of width $W$. Since $|dE/d\gamma|=k_BT/\gamma$, the probability density of the rates is

$$P(\gamma)=\frac1W\left|\frac{dE}{d\gamma}\right|=\frac{k_BT}{W}\,\frac1\gamma .$$

The extreme rates $\gamma_1<\gamma_2$ belong to the highest and lowest barriers, so $W=k_BT\ln(\gamma_2/\gamma_1)$, and

$$P(\gamma)=\frac{1}{L\gamma},\qquad L=\ln\frac{\gamma_2}{\gamma_1},\qquad \gamma_1\le\gamma\le\gamma_2 .$$

This is the log-uniform distribution: equal intervals of $\ln\gamma$ hold equal numbers of defects on average. The exponential turns a modest spread of barriers into a huge spread of rates.

Assume further that the variance $A$ is the same for every defect. Averaging the Lorentzian over the rates and multiplying by $N$ gives

$$S(f)=N\int_{\gamma_1}^{\gamma_2}\frac{1}{L\gamma}\,\frac{4A\gamma}{\gamma^2+\omega^2}\,d\gamma=\frac{4NA}{L}\int_{\gamma_1}^{\gamma_2}\frac{d\gamma}{\gamma^2+\omega^2}.$$

The $\gamma$ in the numerator of the Lorentzian cancels the $1/\gamma$ of the distribution. The remaining integral is elementary:

$$S(f)=\frac{4NA}{L\omega}\left[\arctan\frac{\gamma_2}{\omega}-\arctan\frac{\gamma_1}{\omega}\right].$$

If $A$ varies from defect to defect but is statistically independent of $\gamma$, the average of the product factorizes and $A$ is replaced by its mean. If $A$ is correlated with $\gamma$, it must stay under the integral and can change the shape.

To expose the $1/f$ law, use $\arctan y=\pi/2-\arctan(1/y)$ for $y>0$ in the first term. The leading part is $(4NA/L\omega)(\pi/2)=2\pi NA/(L\omega)=NA/(Lf)$, and therefore

$$S(f)=\frac{NA}{Lf}\,R,\qquad R=1-\frac2\pi\left[\arctan\frac{\omega}{\gamma_2}+\arctan\frac{\gamma_1}{\omega}\right].$$

For $\gamma_1\ll\omega\ll\gamma_2$ both arctangents are small and

$$S(f)\simeq\frac{NA}{L}\,\frac1f .$$

Because $0\le\arctan y\le y$ for $y\ge0$, the shortfall relative to the $1/f$ law obeys

$$0\le 1-R\le\frac2\pi\left(\frac{\omega}{\gamma_2}+\frac{\gamma_1}{\omega}\right).$$

The law is thus an approximation inside the band, and it fails gradually towards the edges. At $\omega=\gamma_1$ the second arctangent is $\pi/4$, so $R=\tfrac12-(2/\pi)\arctan(\gamma_1/\gamma_2)$, close to one half for a wide band. The same value holds at $\omega=\gamma_2$. On the frequency axis the cutoffs are $\gamma_1/2\pi$ and $\gamma_2/2\pi$.

A change of variable shows which defects matter at a given frequency. With $v=\ln(\gamma/\omega)$,

$$\frac{\gamma}{\gamma^2+\omega^2}=\frac1\omega\,\frac{1}{\gamma/\omega+\omega/\gamma}=\frac{1}{2\omega\cosh v},$$

and since $d\gamma/\gamma=dv$,

$$\omega S=\frac{2NA}{L}\int_{v_1}^{v_2}\frac{dv}{\cosh v},\qquad v_{1,2}=\ln\frac{\gamma_{1,2}}{\omega}.$$

The integrand is a peak centred on $\gamma=\omega$. It falls to half its height where $\cosh v=2$, so its full width there is 2.6 in $\ln\gamma$, a little over one decade of rates. In mid-band the defects within this width supply two thirds of the noise, and the tails of the peak supply the rest. Changing the frequency slides this window along the distribution. While the window stays well inside, it covers the same number of defects, $\omega S$ stays constant, and $S\propto1/\omega$. The mid-band level contains $N$ and $L$ only as $N/L$, the number of defects per unit of $\ln\gamma$. A mid-band calculation therefore needs this density and the variance, but not the positions of distant cutoffs.

The same form gives the local exponent. Differentiating the integral through its limits, with $dv_{1,2}/d\ln\omega=-1$, we obtain

$$\frac{d\ln S}{d\ln\omega}=-1+\frac{1/\cosh v_1-1/\cosh v_2}{\int_{v_1}^{v_2}dv/\cosh v}.$$

At $\omega=\sqrt{\gamma_1\gamma_2}$ the limits are opposite, $v_1=-v_2$, and the exponent is $-1$ however narrow the band. A slope of $-1$ at one frequency is thus no evidence for a wide distribution. At the lower cutoff of a wide band, $v_1=0$ and $v_2$ is large. The numerator tends to 1 and the integral to $\pi/2$, so the exponent tends to $-1+2/\pi$. At the upper cutoff it tends to $-1-2/\pi$.

Outside the band the two limits follow from the arctangent formula. For $\omega\ll\gamma_1$, $\arctan(\gamma/\omega)\simeq\pi/2-\omega/\gamma$ at both ends, so

$$S\simeq\frac{4NA}{L}\left(\frac1{\gamma_1}-\frac1{\gamma_2}\right),$$

a plateau: no defect is slow enough to make the noise rise further. For $\omega\gg\gamma_2$, $\arctan(\gamma/\omega)\simeq\gamma/\omega$ and

$$S\simeq\frac{4NA(\gamma_2-\gamma_1)}{L\omega^2},$$

the sum of the tails of all the Lorentzians. These limits keep the total noise finite. Each Lorentzian has area $A$, so the full spectrum has area $NA$. A pure $1/f$ law would diverge logarithmically at both ends, but between the two cutoffs its area is

$$\int_{\gamma_1/2\pi}^{\gamma_2/2\pi}\frac{NA}{L}\frac{df}{f}=\frac{NA}{L}\ln\frac{\gamma_2}{\gamma_1}=NA,$$

the same total. What the law overestimates inside the band equals what it omits outside.

For an example, take $N=400$ defects with steps of 0.1 nA and equal rates up and down, so that $A=(0.1\ \mathrm{nA})^2/4=0.0025\ \mathrm{nA^2}$ and $NA=1\ \mathrm{nA^2}$. Let $\gamma$ run from 1 to $10^6\ \mathrm{s^{-1}}$. Then $L=\ln10^6=13.82$, the cutoff frequencies are 0.159 Hz and $1.59\times10^5$ Hz, and the coefficient of the $1/f$ law is $1/13.82=0.0724\ \mathrm{nA^2}$. At 300 K the barriers that produce these six decades span $Lk_BT=357$ meV.

At 100 Hz the law gives $0.07238/100=7.238\times10^{-4}\ \mathrm{nA^2/Hz}$, and the full formula $7.228\times10^{-4}$, lower by 0.14 %. At 1 Hz, about six times the lower cutoff, $R$ is 0.90 and the exponent $-0.89$. At the cutoffs $R=0.500$, with exponents $-0.363$ and $-1.637$, as the limits $-1\pm2/\pi$ require. At 0.01 Hz the spectrum is $0.289\ \mathrm{nA^2/Hz}$, practically the plateau $4/13.82=0.2895$. At $10^7$ Hz the exponent is $-2.00$.

The law is good to 10 % from 1.0 Hz to $2.5\times10^4$ Hz. This range follows from $R=0.9$: near the lower edge the other arctangent is negligible, and $\arctan(\gamma_1/\omega)=0.05\pi$ gives $\omega\simeq6.3\,\gamma_1$. By symmetry the upper limit is $\omega\simeq\gamma_2/6.3$. Nearly a decade is lost at each end, so six decades of rates yield about 4.4 decades of usable $1/f$ noise. In a narrow band both arctangents count. $R$ is largest at the centre $\omega=\sqrt{\gamma_1\gamma_2}$, where $R=1-(4/\pi)\arctan\sqrt{\gamma_1/\gamma_2}$. For two decades of rates this is $1-(4/\pi)\arctan 0.1=0.87$, so a model whose rates span two decades or less never comes within 10 % of the level $NA/(Lf)$. This concerns the level, not the shape: for two decades of rates, $fS$ still stays within 10 % of its peak over about one decade of frequency.

These spectra are averages over the distribution of rates. A real device has one particular set of $N$ rates, and its spectrum scatters about the average. To find by how much, let $s=4A\gamma/(\gamma^2+\omega^2)$ be the contribution of one randomly chosen defect. In mid-band its mean is $\langle s\rangle=2\pi A/(L\omega)$. Its mean square is

$$\langle s^2\rangle=\frac{16A^2}{L}\int_{\gamma_1}^{\gamma_2}\frac{\gamma\,d\gamma}{(\gamma^2+\omega^2)^2}
=\frac{8A^2}{L}\left[\frac1{\gamma_1^2+\omega^2}-\frac1{\gamma_2^2+\omega^2}\right]\simeq\frac{8A^2}{L\omega^2}.$$

Hence

$$\frac{\langle s^2\rangle}{\langle s\rangle^2}=\frac{8A^2}{L\omega^2}\,\frac{L^2\omega^2}{4\pi^2A^2}=\frac{2L}{\pi^2}.$$

For $N$ defects with the same $A$ and independently drawn rates, the variances of the contributions $s$ add, and the standard deviation of the spectrum relative to its mean is

$$\frac{\sigma_S}{\langle S\rangle}=\sqrt{\frac1N\left(\frac{2L}{\pi^2}-1\right)} .$$

In the example $2L/\pi^2=2.80$, and $\sqrt{1.80/400}=6.7\,\%$. Randomly drawn barriers give 6.69 % at 100 Hz, against 6.71 % from the formula. This figure holds $N$ and $A$ fixed, and real devices differ in both. If $N$ is Poisson-distributed, the $-1$ drops out and the scatter is $\sqrt{2.80/400}=8.4\,\%$. If $A$ varies independently of $\gamma$, the term $2L/\pi^2$ is multiplied by $\langle A^2\rangle/\langle A\rangle^2$. For exponentially distributed steps this factor is $24/4=6$, and the scatter is about 20 %. At this frequency the scatter between devices far exceeds the 0.14 % error of the $1/f$ law, so a more refined average would hardly improve the prediction for one device. For large $L$ the scatter is governed by $N/L$. The window $1/\cosh v$ has area $\pi$ and so holds about $\pi N/L$ defects. When the rates are drawn at random and $N/L$ is well below one, the window at $\gamma\approx\omega$ is often almost empty, and the spectrum shows separate Lorentzian shoulders instead of a straight line.

The form of the distribution matters as much as its width. Suppose that $P(\gamma)\propto\gamma^{-1+s}$ over a very wide band, where $s$ is now a fixed exponent with $|s|<1$. Substituting $\gamma=\omega y$ gives

$$S\propto\int\frac{\gamma^{s}\,d\gamma}{\gamma^2+\omega^2}=\omega^{s-1}\int\frac{y^s\,dy}{1+y^2}.$$

The last integral converges at both ends, at small $y$ because $s>-1$ and at large $y$ because $s<1$. Deep inside the band it is then a constant, and the noise follows $f^{-(1-s)}$. A small tilt of the distribution changes the exponent by the same small amount. As $|s|$ approaches 1 the integral converges slowly and the band must be much wider: at the centre of six decades of rates, $s=0.9$ gives an exponent of $-0.20$ rather than $-0.10$.

At $s=1$ the rates are uniform in $\gamma$ itself, and the integral diverges logarithmically at large $y$. For $\gamma\gg\omega$ the integrand is $d\gamma/\gamma$, so equal intervals of $\ln\gamma$ between $\omega$ and $\gamma_2$ contribute about equally, and the upper cutoff enters the result:

$$S=\frac{4NA}{\gamma_2-\gamma_1}\int_{\gamma_1}^{\gamma_2}\frac{\gamma\,d\gamma}{\gamma^2+\omega^2}=\frac{2NA}{\gamma_2-\gamma_1}\ln\frac{\gamma_2^2+\omega^2}{\gamma_1^2+\omega^2}\simeq\frac{4NA}{\gamma_2}\ln\frac{\gamma_2}{\omega},$$

where the last form holds in mid-band. Its local exponent is $-1/\ln(\gamma_2/\omega)$. For the same two cutoffs at 100 Hz the computed exponent is $-0.136$, against $-0.999$ for log-uniform rates. A wide range of rates is therefore not enough to produce $1/f$ noise. The same nearly flat spectrum arises from log-uniform rates if the variance of each defect grows in proportion to $\gamma$, because the integrand is then the same.

The time available also limits what can be seen. A record of duration $t_{\rm rec}$ resolves frequencies down to about $1/t_{\rm rec}$, so the bend towards the low-frequency plateau appears only when $t_{\rm rec}$ approaches $2\pi/\gamma_1$, and the flat part only when it is several times longer. A measured $1/f$ spectrum without a plateau thus bounds the slowest rate from above but does not determine it. The values used here, with further points of the spectrum, are in the numerical output.

## Calculated quantities

```
ONE SIGNAL
levels: 5.0 and 7.0 nA, step 2.0 nA
rate up 300 1/s, rate down 100 1/s, sum 400 1/s
occupation of upper level: 0.7500
variance A: 0.7500 nA^2
correlation time 1/g: 2.500 ms
corner frequency g/(2 pi): 63.66 Hz
plateau 4A/g: 0.00750 nA^2/Hz
simulation: 6000 records of 1.0 s
f =    20 Hz: S formula 6.8263e-03, simulated 6.8724e-03 nA^2/Hz
f =    60 Hz: S formula 3.9719e-03, simulated 3.9151e-03 nA^2/Hz
f =   200 Hz: S formula 6.9000e-04, simulated 6.8626e-04 nA^2/Hz
f =   600 Hz: S formula 8.3494e-05, simulated 8.2729e-05 nA^2/Hz
MANY SIGNALS
number N: 400, step 0.10 nA, variance each 0.00250 nA^2
total variance N A: 1.0000 nA^2
rates from 1 to 1e+06 1/s, L = 13.8155
cutoff frequencies: 0.1592 Hz and 1.5915e+05 Hz
1/f coefficient N A / L: 0.07238 nA^2
columns: f (Hz), S (nA^2/Hz), S/(1/f law), local exponent
 1.0000e-02  2.8915e-01  0.0399  -0.0026
 1.5915e-01  2.2740e-01  0.5000  -0.3634
 1.0000e+00  6.5109e-02  0.8995  -0.8901
 1.0000e+01  7.1646e-03  0.9898  -0.9898
 1.5915e+02  4.5421e-04  0.9987  -1.0000
 1.0000e+03  7.2086e-05  0.9959  -1.0039
 1.0000e+04  6.9490e-06  0.9600  -1.0415
 1.5915e+05  2.2740e-07  0.5000  -1.6366
 1.0000e+07  7.3332e-11  0.0101  -1.9998
low-frequency plateau: 0.2895 nA^2/Hz
1/f law good to 10 percent from 1.005 Hz to 2.5207e+04 Hz
area of full spectrum: 1.0000 nA^2
area of 1/f law between cutoffs: 1.0000 nA^2
S at 100 Hz: 7.2280e-04 nA^2/Hz, 1/f law 7.2382e-04 nA^2/Hz
relative sample scatter at 100 Hz: formula 6.71 %, simulated 6.69 %
barrier span L k T at 300 K: 357.2 meV
exponent at 100 Hz: log-uniform rates -0.9994, uniform rates -0.1356
```
